# Critical momentum transfer of silicon for neutron reflection: verification in Python

```python
# Result under test: neutrons in vacuum are totally reflected by flat silicon
# up to the momentum transfer Qc = 4*sqrt(pi*rho), with Q = 2*kz.
# rho: scattering-length density (1/A^2); kz: normal wave number in vacuum (1/A)
# b: bound coherent scattering length; theta: grazing angle from the surface.
# Lengths are in angstrom (A) unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

rho = 2.07e-6
Qc = 4 * np.sqrt(np.pi * rho)
assert abs(Qc - 0.0102) < 0.00005

# Scattering-length density from the crystal: eight atoms per cubic cell
a_si = const.physical_constants["lattice parameter of silicon"][0] * 1e10
b_fm = 4.15
b_si = b_fm * 1e-5
n_si = 8 / a_si**3
rho_lattice = n_si * b_si
assert abs(rho_lattice - rho) < 0.005e-6

# Sum of spherical waves exp(ikr)/r over a sheet, oblique incidence.
# A small imaginary part of k makes the sum converge.
k_test, k_par, height = 1.0 + 0.2j, 0.6, 1.5


def ring(radius):
    r = np.hypot(radius, height)
    return 2 * np.pi * radius * j0(k_par * radius) * np.exp(1j * k_test * r) / r


sheet_sum = (quad(lambda x: ring(x).real, 0, 150, limit=1000)[0]
             + 1j * quad(lambda x: ring(x).imag, 0, 150, limit=1000)[0])
kz_test = np.sqrt(k_test**2 - k_par**2)
sheet_wave = 2j * np.pi / kz_test * np.exp(1j * kz_test * height)
assert abs(sheet_sum - sheet_wave) < 1e-6 * abs(sheet_wave)

# Crystal of separate (001) planes: each plane makes the slope of psi jump
plane_gap = a_si / 4
jump = 4 * np.pi * b_si * 2 / a_si**2


def cell_matrix(kz):
    h = plane_gap / 2
    drift = np.array([[np.cos(kz * h), np.sin(kz * h) / kz],
                      [-kz * np.sin(kz * h), np.cos(kz * h)]])
    return drift @ np.array([[1.0, 0.0], [jump, 1.0]]) @ drift


def crystal_reflectivity(Q):
    kz = Q / 2
    values, vectors = np.linalg.eig(cell_matrix(kz))
    slopes = vectors[1] / vectors[0]
    if np.max(np.abs(np.imag(values))) > 1e-9:
        slope = slopes[np.argmax(np.imag(slopes))]   # wave moving inward
    else:
        slope = slopes[np.argmin(np.abs(values))]    # wave decaying inward
    return abs((1j * kz - slope) / (1j * kz + slope))**2


def fresnel(Q, density=rho, absorption=0.0):
    kz = np.asarray(Q) / 2
    inside = np.sqrt(kz**2 - 4 * np.pi * density
                     + 4j * np.pi * absorption)
    return np.abs((kz - inside) / (kz + inside))**2


Qc_planes = 2 * brentq(lambda k: np.trace(cell_matrix(k)) - 2,
                       0.003, 0.008, xtol=1e-14)
Qc_lattice = 4 * np.sqrt(np.pi * rho_lattice)
assert abs(Qc_planes / Qc_lattice - 1) < 1e-5
for ratio in (0.5, 0.9, 1.1, 1.5, 2.0):
    Q = ratio * Qc_lattice
    assert abs(crystal_reflectivity(Q) - fresnel(Q, rho_lattice)) < 1e-4

# Critical angle, cross-checked through the refractive index
wavelength = 5.0
theta_c = np.arcsin(Qc * wavelength / (4 * np.pi))
k_vac = 2 * np.pi / wavelength
index = np.sqrt(k_vac**2 - 4 * np.pi * rho) / k_vac
assert abs(np.arccos(index) / theta_c - 1) < 1e-8


# Layered surface: carry psi and its slope outward from the substrate
def layered(Q, thicknesses, densities):
    kz = Q / 2
    psi = 1.0 + 0j
    slope = 1j * np.sqrt(kz**2 - 4 * np.pi * rho + 0j)
    for d, density in zip(thicknesses[::-1], densities[::-1]):
        q = np.sqrt(kz**2 - 4 * np.pi * density + 0j)
        c, s = np.cos(q * d), np.sin(q * d)
        psi, slope = c * psi - s / q * slope, q * s * psi + c * slope
    return abs((1j * kz * psi - slope) / (1j * kz * psi + slope))**2


def smooth_step(width, slabs):
    edges = np.linspace(-20 * width, 20 * width, slabs + 1)
    middle = (edges[1:] + edges[:-1]) / 2
    return np.diff(edges), rho / (1 + np.exp(-middle / width))


# Closed reflectivity of the smooth step checks the layer solver
width_test = 30.0
k_out = 0.6 * Qc
k_in = np.sqrt(k_out**2 - 4 * np.pi * rho)
closed = (np.sinh(np.pi * width_test * (k_out - k_in))
          / np.sinh(np.pi * width_test * (k_out + k_in)))**2
numeric = layered(1.2 * Qc, *smooth_step(width_test, 2000))
assert abs(numeric / closed - 1) < 1e-3
assert abs(closed / fresnel(1.2 * Qc) - 1) > 0.05


def half_height(curve, low=1.00001, high=1.2):
    return brentq(lambda x: curve(x * Qc) - 0.5, low, high)


half_ideal = half_height(fresnel)

# Native oxide and interface width, rough typical values
oxide_nm, rho_oxide, rough_nm = 1.5, 3.5e-6, 0.5
oxide = (np.array([oxide_nm * 10]), np.array([rho_oxide]))
rough = smooth_step(rough_nm * 10 * np.sqrt(3) / np.pi, 300)
for surface in (oxide, rough):
    for ratio in (0.5, 0.9, 0.99):
        assert abs(layered(ratio * Qc, *surface) - 1) < 1e-9
    assert layered(1.01 * Qc, *surface) < 0.9
half_oxide = half_height(lambda Q: layered(Q, *oxide))
half_rough = half_height(lambda Q: layered(Q, *rough))

# Absorption: cross-section proportional to wavelength, rough value at 1.8 A
sigma_barn, sigma_wavelength = 0.17, 1.8
rho_abs = n_si * sigma_barn * 1e-8 / (2 * sigma_wavelength)
sigma_here = sigma_barn * 1e-8 * wavelength / sigma_wavelength
k_medium = np.sqrt(k_vac**2 - 4 * np.pi * (rho - 1j * rho_abs))
assert abs(2 * k_medium.imag / (n_si * sigma_here) - 1) < 1e-4
R_edge_abs = float(fresnel(Qc, rho, rho_abs))

# Air instead of vacuum: ideal gas, 79 % nitrogen and 21 % oxygen
air_K = 293.0
n_air = const.atm / (const.k * air_K) * 1e-30
rho_air = n_air * 2 * (0.79 * 9.4 + 0.21 * 5.8) * 1e-5
Qc_air = 4 * np.sqrt(np.pi * (rho - rho_air))

# Gaussian resolution in Q
fwhm = 0.03
sigma_rel = fwhm / np.sqrt(8 * np.log(2))
offsets = np.linspace(-5, 5, 4001)
weights = np.exp(-offsets**2 / 2)
weights /= weights.sum()


def smeared(Q):
    return float(np.sum(weights * fresnel(Q * (1 + sigma_rel * offsets))))


half_smeared = half_height(smeared, 0.95, 1.2)

# Penetration at vanishing Q: 1/e depth of the neutron density
decay = np.sqrt(4 * np.pi * rho - (1e-6 * Qc / 2)**2)
depth_nm = 1 / (2 * decay) / 10

print(f"input scattering-length density: {rho:.3e} 1/A^2")
print(f"silicon lattice parameter: {a_si:.4f} A")
print(f"silicon scattering length (input): {b_fm:.2f} fm")
print(f"silicon number density: {n_si:.5f} 1/A^3")
print(f"density from lattice and b: {rho_lattice:.4e} 1/A^2")
print(f"pi*rho: {np.pi * rho:.4e} 1/A^2")
print(f"sqrt(pi*rho): {np.sqrt(np.pi * rho):.4e} 1/A")
print(f"4*pi*rho: {4 * np.pi * rho:.4e} 1/A^2")
print(f"critical normal wave number kzc: {Qc / 2:.5f} 1/A")
print(f"critical momentum transfer Qc: {Qc:.6f} 1/A")
print(f"Qc to three figures: {Qc:.4f} 1/A = {10 * Qc:.3f} 1/nm")
for value in (2.065e-6, 2.075e-6):
    print(f"Qc for rho = {value:.3e} 1/A^2: "
          f"{4 * np.sqrt(np.pi * value):.6f} 1/A")
print(f"Qc from separate atomic planes: {Qc_planes:.6f} 1/A")
print(f"Qc formula with lattice density: {Qc_lattice:.6f} 1/A")
print(f"wavelength (input): {wavelength:.1f} A")
print(f"critical grazing angle: {np.degrees(theta_c):.4f} degree")
print(f"1 - refractive index: {1 - index:.3e}")
print(f"penetration depth at vanishing Q: {depth_nm:.2f} nm")
for ratio in (0.9, 1.1, 1.5, 2.0):
    print(f"ideal reflectivity at {ratio:.1f} Qc: "
          f"{float(fresnel(ratio * Qc)):.4f}")
print(f"ideal half-height point: {half_ideal:.4f} Qc")
print(f"ideal half-height point: {half_ideal * Qc:.6f} 1/A")
print(f"absorption cross-section (rough input): {sigma_barn:.2f} barn"
      f" at {sigma_wavelength:.1f} A")
print(f"imaginary scattering-length density: {rho_abs:.2e} 1/A^2")
print(f"reflectivity at Qc with absorption: {R_edge_abs:.4f}")
print(f"air temperature (input): {air_K:.0f} K")
print(f"air scattering-length density: {rho_air:.2e} 1/A^2")
print(f"Qc in air: {Qc_air:.6f} 1/A")
print(f"change of Qc by air: {100 * (Qc_air / Qc - 1):.3f} %")
print(f"oxide thickness (rough input): {oxide_nm:.1f} nm")
print(f"oxide density (rough input): {rho_oxide:.2e} 1/A^2")
print(f"half-height point with oxide: {half_oxide:.4f} Qc")
print(f"rms interface width (rough input): {rough_nm:.1f} nm")
print(f"half-height point with interface width: {half_rough:.4f} Qc")
print(f"resolution, full width at half maximum: {100 * fwhm:.1f} % of Q")
print(f"smeared reflectivity at Qc: {smeared(Qc):.4f}")
print(f"half-height point after smearing: {half_smeared:.4f} Qc")
for label, surface in (("oxide", oxide), ("interface width", rough)):
    print(f"reflectivity at 2 Qc with {label}: "
          f"{layered(2 * Qc, *surface):.5f}")
print(f"ideal reflectivity at 2 Qc: {float(fresnel(2 * Qc)):.5f}")
print("all tests passed")
```

Running it gives:

```
input scattering-length density: 2.070e-06 1/A^2
silicon lattice parameter: 5.4310 A
silicon scattering length (input): 4.15 fm
silicon number density: 0.04994 1/A^3
density from lattice and b: 2.0725e-06 1/A^2
pi*rho: 6.5031e-06 1/A^2
sqrt(pi*rho): 2.5501e-03 1/A
4*pi*rho: 2.6012e-05 1/A^2
critical normal wave number kzc: 0.00510 1/A
critical momentum transfer Qc: 0.010200 1/A
Qc to three figures: 0.0102 1/A = 0.102 1/nm
Qc for rho = 2.065e-06 1/A^2: 0.010188 1/A
Qc for rho = 2.075e-06 1/A^2: 0.010213 1/A
Qc from separate atomic planes: 0.010207 1/A
Qc formula with lattice density: 0.010207 1/A
wavelength (input): 5.0 A
critical grazing angle: 0.2325 degree
1 - refractive index: 8.236e-06
penetration depth at vanishing Q: 9.80 nm
ideal reflectivity at 0.9 Qc: 1.0000
ideal reflectivity at 1.1 Qc: 0.1696
ideal reflectivity at 1.5 Qc: 0.0213
ideal reflectivity at 2.0 Qc: 0.0052
ideal half-height point: 1.0151 Qc
ideal half-height point: 0.010354 1/A
absorption cross-section (rough input): 0.17 barn at 1.8 A
imaginary scattering-length density: 2.36e-11 1/A^2
reflectivity at Qc with absorption: 0.9905
air temperature (input): 293 K
air scattering-length density: 4.33e-09 1/A^2
Qc in air: 0.010190 1/A
change of Qc by air: -0.105 %
oxide thickness (rough input): 1.5 nm
oxide density (rough input): 3.50e-06 1/A^2
half-height point with oxide: 1.0153 Qc
rms interface width (rough input): 0.5 nm
half-height point with interface width: 1.0150 Qc
resolution, full width at half maximum: 3.0 % of Q
smeared reflectivity at Qc: 0.8033
half-height point after smearing: 1.0198 Qc
reflectivity at 2 Qc with oxide: 0.00564
reflectivity at 2 Qc with interface width: 0.00511
ideal reflectivity at 2 Qc: 0.00515
all tests passed
```
